\section*{Energy exchange with a thermal gas under an inverse-fourth-power potential}

A singly charged ion of mass 30 u drifts through a gas of 40 u atoms at 300 K and 10 mTorr. In the model treated here, an ion with an energy of 0.1 eV loses on average 8.5 meV per microsecond. An ion with 0.01 eV gains 4.0 meV per microsecond from the same gas. The sign changes at 38.8 meV, which is $3kT/2$, the mean kinetic energy of a gas atom. That a cold particle is warmed by a warm gas is expected; that the mean rate is a straight line in the energy, with its zero at $3kT/2$ whatever the masses, is a property of the force law.

Let the projectile have mass $m_1$, velocity $\mathbf v$ and energy $E=m_1v^2/2$, and let a gas atom have mass $m_2$ and velocity $\mathbf u$. The motion is classical, the gas is dilute enough for collisions to be binary, there is no external field, and the atoms met by the projectile are uncorrelated with it. The interaction is
\begin{equation}
V(r)=\frac{C}{r^4},
\end{equation}
with $C>0$ for repulsion and $C<0$ for attraction. Define
\begin{equation}
M=m_1+m_2,\quad \mu=\frac{m_1m_2}{M},\quad
\mathbf V=\frac{m_1\mathbf v+m_2\mathbf u}{M},\quad \mathbf g=\mathbf v-\mathbf u .
\end{equation}
Substituting these definitions shows that $\mathbf v=\mathbf V+(m_2/M)\mathbf g$. A collision conserves $\mathbf V$ and, being elastic, turns $\mathbf g$ into a vector $\mathbf g'$ of the same length. Hence $\mathbf v'=\mathbf V+(m_2/M)\mathbf g'$, and the projectile's energy changes by
\begin{align}
\Delta E&=\frac{m_1}{2}\left(v'^2-v^2\right)\nonumber\\
&=\frac{m_1}{2}\left[\frac{2m_2}{M}\mathbf V\cdot(\mathbf g'-\mathbf g)
+\frac{m_2^2}{M^2}(g'^2-g^2)\right]
=\mu\,\mathbf V\cdot(\mathbf g'-\mathbf g).
\end{align}
Write $\mathbf g'=\mathbf g\cos\theta+g\,\mathbf e\sin\theta$, where $\theta$ is the deflection angle and $\mathbf e$ is a unit vector perpendicular to $\mathbf g$. Because the atoms are uncorrelated with the projectile, all azimuths of the impact point are equally likely, and for a central force $\theta$ does not depend on the azimuth. Hence $\mathbf e$ averages to zero and
\begin{equation}
\overline{\Delta E}=-\mu(1-\cos\theta)\,\mathbf V\cdot\mathbf g .
\end{equation}

With gas density $n$, atoms of velocity $\mathbf u$ arrive with impact parameters between $b$ and $b+db$ at the rate $n\,g\,2\pi b\,db$. Summing over $b$ and averaging over $\mathbf u$, denoted by angle brackets, gives
\begin{equation}
\frac{dE}{dt}=-n\mu\left\langle g\,\sigma_m(g)\,\mathbf V\cdot\mathbf g\right\rangle,\qquad
\sigma_m=2\pi\int_0^\infty(1-\cos\theta)\,b\,db .
\label{rate}
\end{equation}
Here $dE/dt$ is the mean rate of change at a given $E$; its negative is the energy-loss rate. Up to this point any central elastic force is allowed. The force law enters through $\sigma_m$, the momentum-transfer cross-section.

In the relative motion the energy is $E_r=\mu g^2/2$ and the angular momentum is $\mu gb$. If $\varphi$ is the polar angle,
\begin{equation}
r^2\dot\varphi=gb,\qquad
\dot r^2=g^2\left(1-\frac{b^2}{r^2}-\frac{C}{E_r r^4}\right).
\end{equation}
Measure lengths in units of $a=(|C|/E_r)^{1/4}$, with $\beta=b/a$, $x=a/r$ and $s=C/|C|=\pm1$. Dividing $\dot\varphi$ by $|\dot r|$, and using $dr/r^2=-dx/a$, gives the angle swept on the way in. The way out is its mirror image, so
\begin{equation}
\theta=\pi-2\beta I,\qquad
I=\int_0^{x_1}\frac{dx}{\sqrt{1-\beta^2x^2-s x^4}},
\label{angle}
\end{equation}
where $x_1$ is the first zero of the root. Neither $g$ nor $C$ appears except through $\beta$. Therefore
\begin{equation}
\sigma_m=2\pi a^2A,\qquad A=\int_0^\infty(1-\cos\theta)\,\beta\,d\beta ,
\end{equation}
with $A$ a pure number for each sign. Since $a^2=\sqrt{2|C|/(\mu g^2)}$ is inversely proportional to $g$,
\begin{equation}
\kappa\equiv g\,\sigma_m=2\pi A\sqrt{\frac{2|C|}{\mu}}
\label{kappa}
\end{equation}
does not depend on the speed. A fast encounter sweeps out more volume per unit time, but its effective target is smaller in the same proportion.

For attraction the root in \eqref{angle} need not vanish. The polynomial $1-\beta^2x^2+x^4$ has real zeros when $\beta^2>2$. For $\beta^2<2$ the orbit falls to the centre, where the potential alone does not say what happens next. I adopt reflection by a vanishingly small core, which gives a symmetric outgoing path and sets $x_1=\infty$. Another elastic rule depending only on $\beta$ could change $A$ but not the proportionality.

All three integrals reduce to $K(m)=\int_0^{\pi/2}d\psi\,(1-m\sin^2\psi)^{-1/2}$. For repulsion, factor the polynomial as $(p^2-x^2)(q^2+x^2)$, with $pq=1$ and $q^2-p^2=\beta^2$. Then $R\equiv p^2+q^2=\sqrt{\beta^4+4}$ and $p^2=(R-\beta^2)/2$. The substitution $x=p\cos\psi$ turns the two factors into $p^2\sin^2\psi$ and $R-p^2\sin^2\psi$, so
\begin{equation}
I=\int_0^{\pi/2}\frac{d\psi}{\sqrt{R-p^2\sin^2\psi}}
=\frac{K(p^2/R)}{\sqrt R}\qquad(s=+1).
\end{equation}
For attraction with $\beta^2>2$ the factors are $(p^2-x^2)(q^2-x^2)$, with $pq=1$, $p<q$ and $p^2+q^2=\beta^2$, hence $p^2=(\beta^2-\sqrt{\beta^4-4})/2$. Put $x=p\sin\psi$; the first factor cancels against $dx=p\cos\psi\,d\psi$ and
\begin{equation}
I=\frac1q\int_0^{\pi/2}\frac{d\psi}{\sqrt{1-(p^2/q^2)\sin^2\psi}}
=p\,K(p^4)\qquad(s=-1,\ \beta^2>2).
\end{equation}
For captured orbits write the polynomial as $(1+x^2)^2-(2+\beta^2)x^2$ and put $x=\tan(\psi/2)$. Then $dx=(1+x^2)\,d\psi/2$ and $x^2/(1+x^2)^2=(\sin^2\psi)/4$, so
\begin{equation}
I=\frac12\int_0^\pi\frac{d\psi}{\sqrt{1-\frac{2+\beta^2}{4}\sin^2\psi}}
=K\!\left(\frac{2+\beta^2}{4}\right)\qquad(s=-1,\ \beta^2<2),
\end{equation}
because the two halves of the range contribute equally.

At $\beta^2=2$ the attractive angle diverges: the atom and the ion orbit each other. This does no harm to $A$, since $1-\cos\theta$ stays between 0 and 2. At large $b$ the deflection is the transverse impulse along a straight path divided by $\mu g$:
\begin{equation}
\theta\simeq\frac{1}{\mu g}\int_{-\infty}^{\infty}\frac{4Cb}{(b^2+z^2)^3}\frac{dz}{g}
=\frac{4Cb}{\mu g^2}\,\frac{3\pi}{8b^5}=\frac{3\pi s}{4\beta^4}.
\end{equation}
The integrand of $A$ then falls as $\beta\theta^2/2\propto\beta^{-7}$, and $A$ is finite. The total classical cross-section is infinite, because some deflection remains at arbitrarily large impact parameters, but distant encounters transfer too little to matter. Numerical integration gives $A=0.5967$ for repulsion and $A=1.1052$ for attraction. In the second case the capture cross-section is $\pi(\sqrt2a)^2=2\pi a^2$, so $\sigma_m$ is 1.105 times the capture cross-section.

Since $\kappa$ is constant, it leaves the average in \eqref{rate}, and only $\langle\mathbf V\cdot\mathbf g\rangle$ is needed:
\begin{align}
M\,\mathbf V\cdot\mathbf g
&=(m_1\mathbf v+m_2\mathbf u)\cdot(\mathbf v-\mathbf u)\nonumber\\
&=m_1v^2-m_2u^2+(m_2-m_1)\,\mathbf v\cdot\mathbf u .
\label{vg}
\end{align}
In a gas at rest $\langle\mathbf u\rangle=0$, which removes the last term. The first is $2E$, and the thermal average of the second is $m_2\langle u^2\rangle=3kT$. Thus $\langle\mathbf V\cdot\mathbf g\rangle=(2E-3kT)/M$, and
\begin{equation}
\boxed{\;\frac{dE}{dt}=-\frac{2m_1m_2}{(m_1+m_2)^2}\,n\kappa
\left(E-\frac32kT\right)\;}
\label{law}
\end{equation}
The energy-loss rate $-dE/dt$ is proportional to $E-3kT/2$. It is negative for a slower projectile, which gains energy on average, although a single collision can go either way. A projectile at rest has no kinetic energy to lose, so there no collision can take energy away.

The shape of the velocity distribution did not enter, only its zero mean and its mean square. Explicit sums over collisions, using the velocities after each one, bear this out. They were made for both signs of $C$, at $E=0.2$, $1.5$ and $5\,kT$, for a Maxwellian gas and for six equal-speed beams along the coordinate axes with the same $\langle u^2\rangle$. The largest departure from \eqref{law} was $2.8\times10^{-4}$, relative to the larger of $E$ and $3kT/2$ divided by the relaxation time defined next.

Because \eqref{law} is linear, it can be averaged over a population of projectiles without knowing their energy distribution:
\begin{equation}
\frac{d\langle E\rangle}{dt}=-\frac{\langle E\rangle-\frac32kT}{\tau},\qquad
\frac1\tau=\frac{2\mu}{M}\,n\kappa ,
\end{equation}
where $2\mu/M=2m_1m_2/M^2$. The solution is
\begin{equation}
\langle E\rangle(t)=\frac32kT+\left[\langle E\rangle(0)-\frac32kT\right]e^{-t/\tau}.
\label{relax}
\end{equation}
In the limit of a cold gas, $T\to0$, the projectile can only lose energy. Dividing the loss rate by the speed then gives the stopping per unit path,
\begin{equation}
-\frac{dE}{dx}=\frac{E}{\tau v}=\frac1\tau\sqrt{\frac{m_1E}{2}},
\end{equation}
which grows as $\sqrt E$. The linear law belongs to the rate per unit time, not to the stopping per unit length.

Hard spheres show what the force law contributes. Their $\sigma_m$ is constant, so $g\sigma_m$ grows with $g$ and \eqref{rate} gives extra weight to fast encounters. Take $E=3kT/2$, where the unweighted average of $\mathbf V\cdot\mathbf g$ vanishes. Averaged over directions, $g$ increases with $u$, so the weight favours atoms with large $u^2$, which make \eqref{vg} more negative. At fixed $u$ it also favours head-on approach, $\mathbf v\cdot\mathbf u<0$, which acts the same way when $m_2>m_1$. The projectile therefore still gains energy at $3kT/2$. For the present masses and a Maxwellian gas the mean rate vanishes at $1.753\,kT$ instead of $1.5\,kT$.

For an ion and a neutral atom, the inverse-fourth-power attraction arises from polarization. The ion's field $e/(4\pi\varepsilon_0r^2)$ induces a dipole in an atom of polarizability $4\pi\varepsilon_0\alpha'$, where $\alpha'$ is a volume. The energy is minus one half of the polarizability times the field squared:
\begin{equation}
V=-\frac12\,4\pi\varepsilon_0\alpha'\left(\frac{e}{4\pi\varepsilon_0r^2}\right)^2
=-\frac{\alpha'e^2}{8\pi\varepsilon_0r^4}.
\end{equation}
With the round value $\alpha'=0.002\ \mathrm{nm^3}$ this gives $|C|=1.44\times10^{-3}\ \mathrm{eV\,nm^4}$. The reduced mass is 17.14 u, and \eqref{kappa} with $A=1.1052$ yields $\kappa=8.84\times10^{-16}\ \mathrm{m^3/s}$. The density at 10 mTorr and 300 K is $3.219\times10^{20}\ \mathrm{m^{-3}}$, so $n\kappa=2.846\times10^5\ \mathrm{s^{-1}}$. The mass factor is $2(30)(40)/70^2=0.4898$, and
\begin{equation}
\tau=\frac{1}{0.4898\times2.846\times10^5\ \mathrm{s^{-1}}}=7.17\ \mathrm{\mu s}.
\end{equation}
The two opening rates follow as
\begin{equation}
\frac{38.78-10}{7.174}=+4.01\ \mathrm{meV/\mu s},\qquad
\frac{38.78-100}{7.174}=-8.53\ \mathrm{meV/\mu s}.
\end{equation}
An ion at rest gains 5.41 meV/$\mu$s, the largest mean gain for this ion in the model. After one $\tau$, \eqref{relax} predicts mean energies of 28.19 meV for ions started at 0.01 eV and 61.30 meV for those started at 0.1 eV. Monte Carlo runs with 100,000 ions each gave 28.13 and 61.17 meV. These and the other values are collected in the numerical output.

A uniform field $F$ changes the balance. The projectile's momentum changes in a collision by $\mu(\mathbf g'-\mathbf g)$, whose azimuthal average is $-\mu(1-\cos\theta)\mathbf g$. With constant $\kappa$, the mean drag on a population drifting at $v_d$ is $\mu n\kappa v_d$. In the steady state this equals $eF$, and the power $eFv_d$ equals the mean loss:
\begin{equation}
\mu n\kappa v_d^2=\frac{2\mu}{M}n\kappa\left(\langle E\rangle-\frac32kT\right)
\;\Rightarrow\;
\langle E\rangle=\frac32kT+\frac12Mv_d^2 .
\end{equation}
A field of only 0.1 V/cm gives $v_d=198$ m/s and $\langle E\rangle=53.0$ meV, 37\% above $3kT/2$. A simulation of 50,000 ions gave 196.5 m/s and 52.7 meV.

The parameters are meant to resemble, roughly, a dopant ion slowing to thermal energies in an argon-like process gas during the afterglow of pulsed plasma doping. The polarizability is somewhat above that of argon, roughly $0.0016\ \mathrm{nm^3}$; since $\kappa\propto\sqrt{\alpha'}$, the lower value would reduce the rates by about a tenth. Of the neglected effects sized here, a stray field of 0.1 V/cm shifts the final mean energy most, so a final mean energy close to $3kT/2$ requires fields well below that value at this pressure. Elastic short-range forces change the rates and the balance energy of a single ion, but without a field the ions still reach thermal equilibrium with the gas, at a mean energy of $3kT/2$. A hard core of rough radius 0.25 nm lowers the rates at 0.01 and 0.1 eV by 10 and 11\%. Adding an $r^{-6}$ attraction of rough strength $5\times10^{-5}\ \mathrm{eV\,nm^6}$ leaves them about 6.5\% below the pure law. The balance energy moves by less than 1\% in both cases. The size of the rate change depends on the assumed radius: a core alone lowers the two rates by 8 and 9\% at 0.20 nm and by 11 and 13\% at 0.30 nm. Classical motion is a reasonable approximation, since about 111 partial waves lie within the capture radius at a relative energy of $3kT/2$. Charge exchange and energy exchange with molecular rotation are left out and have not been sized. Coulomb collisions with electrons and with other ions are left out too. At 300 K and an ion density near $10^{10}\ \mathrm{cm^{-3}}$ the rate of those between ions is comparable with $1/\tau$, so \eqref{law} for an ion of given energy requires a much more dilute plasma. Between identical ions such collisions conserve the total kinetic energy and leave the mean in \eqref{relax} unchanged.

The law does not extend to implantation energies. The length $a$ shrinks as $E_r^{-1/4}$, from 0.44 nm at $E_r=3kT/2$ to the assumed core radius at 0.37 eV. Captured orbits reach the core at every energy. A flyby in the pure attractive potential comes no closer than $a/p\ge a$, so above 0.37 eV the core also intercepts some of the flybys, and the polarization potential alone no longer determines their deflection. At keV energies nuclear stopping is governed by the screened repulsion of the nuclei, for which $g\sigma_m$ is not constant. There $3kT/2$ is negligible beside $E$; the thermal term matters at the very end of the slowing-down, where it decides whether the projectile loses energy or gains it.

\section*{Computed values}
\begin{verbatim}
Projectile mass, gas-atom mass: 30, 40 u
Gas temperature: 300 K; pressure: 10 mTorr
Polarizability volume: 0.002 nm^3
Reduced mass: 17.143 u
Gas density n: 3.2188e+20 m^-3
Strength |C| (attraction): 1.4400e-03 eV nm^4
A, repulsion: 0.5967 (pure number)
A, attraction: 1.1052 (pure number)
kappa, attraction: 8.8411e-16 m^3/s
g sigma_m by quadrature at 0.005 eV, attraction: 8.8263e-16 m^3/s
g sigma_m by quadrature at 0.5 eV, attraction: 8.8263e-16 m^3/s
n kappa: 2.8458e+05 s^-1
Energy factor 2 m1 m2/M^2: 0.4898 (pure number)
Relaxation time tau: 7.174 us
kT: 25.852 meV; balance energy 3kT/2: 38.778 meV
Largest scaled error of explicit collision sums: 2.8e-04
Mean dE/dt at rest: +5.405 meV/us
E = 0.01 eV: speed 253.6 m/s, mean dE/dt +4.011 meV/us
  mean dE/dt divided by speed: +158.16 meV/cm
  mean energy after 10 us: 31.64 meV
  mean energy after tau: law 28.19, Monte Carlo 28.13 meV
E = 0.1 eV: speed 802.0 m/s, mean dE/dt -8.534 meV/us
  mean dE/dt divided by speed: -106.40 meV/cm
  mean energy after 10 us: 53.97 meV
  mean energy after tau: law 61.30, Monte Carlo 61.17 meV
Hard-sphere balance energy: 1.753 kT
Rough core radius: 0.25 nm; r^-6 strength: 5.0e-05 eV nm^6
With core: balance energy 38.49 meV
  rate change at 0.01 eV: -9.8 %, at 0.1 eV: -10.9 %
With core + r^-6: balance energy 38.80 meV
  rate change at 0.01 eV: -6.4 %, at 0.1 eV: -6.4 %
Length a at relative energy 3kT/2: 0.439 nm
Capture impact parameter there: 0.621 nm
Partial waves up to capture: 111 (pure number)
Relative energy where a equals core radius: 0.369 eV
Stray field: 0.10 V/cm; drift speed: law 197.8, Monte Carlo 196.5 m/s
Steady mean energy in field: law 52.97, Monte Carlo 52.67 meV
\end{verbatim}
